# Comment on cleaning tin from mirrors with molecular hydrogen

**The argument under review.** A tin-coated mirror stands in 1 Torr of H$_2$ near room temperature while an extreme-ultraviolet (EUV) source runs. The tin disappears and stannane, SnH$_4$, is found in the exhaust. The manuscript concludes that molecular hydrogen etches tin by

$$\mathrm{Sn(s)+2H_2\rightarrow SnH_4(g)},$$

that a reaction barrier limits the rate, and that a catalyst or a warmer mirror would allow cleaning with the source off.

The product is plausibly identified. The reactant is not: the observation does not separate H$_2$ from the atoms and ions that the source makes out of it. The questions below should be settled before a barrier is discussed.

**1. How much stannane can H$_2$ sustain?**

Take ideal gases and clean metallic tin, with gas and mirror at one temperature $T$. For $N$ molecules with single-molecule partition function $z$, $Z=z^N/N!$. With $F=-kT\ln Z$ and Stirling's formula, $\mu=\partial F/\partial N=-kT\ln(z/N)$. Separating the translational part of $z$ and using $V/N=kT/p$ gives

$$\mu=E-kT\ln\left[\left(\frac{2\pi mkT}{h^2}\right)^{3/2}\frac{kT}{p}\,q\right],$$

where $q$ counts rotations, vibrations and electronic states, and $E$ is the energy at 0 K relative to solid tin and H$_2$. Hence $\mu(p)=\mu^\circ+kT\ln(p/p_0)$, with $p_0=1$ bar. The tin is a Debye solid whose pressure dependence is neglected.

Equilibrium requires $\mu_{\mathrm{SnH_4}}=\mu_{\mathrm{Sn}}+2\mu_{\mathrm{H_2}}$. Inserting the pressure dependence,

$$\Delta G^\circ+kT\ln\frac{p_{\rm eq}}{p_0}-2kT\ln\frac{p_{\mathrm{H_2}}}{p_0}=0
\quad\Rightarrow\quad
p_{\rm eq}=\frac{p_{\mathrm{H_2}}^2}{p_0}\,e^{-\Delta G^\circ/kT}.$$

A rough stannane formation energy of 1.80 eV at 0 K, with rough molecular constants, gives at 300 K a reaction enthalpy of 1.679 eV and an entropy of $-0.863$ meV/K. Thus $\Delta G^\circ=\Delta H-T\Delta S\approx1.937$ eV. With $kT=0.02585$ eV and $p_0=750$ Torr, $p_{\rm eq}=3.8\times10^{-36}$ Torr. The digits are kept so that the arithmetic can be followed: an error of 0.06 eV in the formation energy changes this pressure, and the 300 K rates derived from it below, about tenfold (about fivefold at 450 K).

**2. Could a catalyst still give a useful rate in a flowing gas?**

Flow removes the product, so the system need not reach equilibrium. A bound on the rate is needed.

Describe the surface by configurations with fixed jump rates, and let one of them, $i$, emit SnH$_4$ at rate $e$, leaving configuration $j$. Fresh tin below keeps the process stationary. The reverse jump $j\to i$ needs an incident SnH$_4$ molecule.

The fraction of time spent in $i$ is $\pi_i=(1/q_i)/\tau_i$, where $q_i$ is the total exit rate from $i$ and $\tau_i$ is the mean time between entries. Now remove the incident stannane at fixed H$_2$ pressure. This leaves $q_i$ unchanged but closes a direct route into $i$. Every history that used this route must now take a longer one, so $\tau_i$ cannot fall and $\pi_i$ cannot rise. Therefore

$$J_{\rm vacuum}=e\pi_i^{\rm vacuum}\leq e\pi_i^{\rm eq}=J_{\rm uptake}^{\rm eq}.$$

The last equality is detailed balance. Uptake cannot exceed the impingement flux, which for a Maxwell gas is

$$\frac{p}{kT}\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv=\frac{p}{\sqrt{2\pi mkT}}.$$

The rate with H$_2$ alone is therefore bounded by

$$J_{\mathrm{H_2}}\leq\frac{p_{\rm eq}}{\sqrt{2\pi m_{\mathrm{SnH_4}}kT}}.$$

No barrier height appears. Within these assumptions a catalyst may bring the rate closer to the cap but cannot lift it. The proof covers one emitting configuration; it does not cover several, or a surface driven by light or current. With several, vacuum emission can exceed equilibrium emission, so this chain of inequalities does not carry over. A real surface has many such configurations, and for it the impingement cap is used here without being proved. In 400 random five-configuration networks obeying detailed balance, the ratio of vacuum to equilibrium emission ranged from 0.144 to 1.000, consistent with the bound.

At 300 K and 1 Torr the cap is $7.0\times10^{-16}$ cm$^{-2}$ s$^{-1}$: at the cap, one molecule would leave a square metre about every 4600 years. One nanometre of tin contains $3.70\times10^{15}$ atoms/cm$^2$, so its removal would take at least $1.7\times10^{23}$ years.

Raising the pressure to 760 Torr multiplies the cap by $760^2=5.8\times10^5$, which still leaves about $3\times10^{17}$ years. Heating helps in the sense that $d\ln K/dT=\Delta H/kT^2>0$, where $K=e^{-\Delta G^\circ/kT}$. At 450 K and 1 Torr, however, the cap is still only $1.1\times10^{-6}$ cm$^{-2}$ s$^{-1}$, or about $10^{14}$ years per nanometre.

**3. What changes when hydrogen arrives as atoms?**

The product is the same, but the H–H bonds have already been paid for. At 0 K the energy of $\mathrm{Sn+4H\to SnH_4}$ is $1.80-2(4.48)=-7.16$ eV, using a rough H$_2$ bond energy of 4.48 eV.

Entropy and pressure must be included. Let $p_{\rm th}$ be the atom pressure in equilibrium with the H$_2$, so that $2\mu_{\mathrm H}(p_{\rm th})=\mu_{\mathrm{H_2}}$. At another atom pressure,

$$2\mu_{\mathrm H}-\mu_{\mathrm{H_2}}=2kT\ln\frac{p_{\mathrm H}}{p_{\rm th}}.$$

Replacing two H$_2$ molecules by four atoms subtracts twice this difference from the reaction Gibbs energy:

$$\Delta G_{\mathrm H}=\Delta G_{\mathrm{H_2}}-4kT\ln\frac{p_{\mathrm H}}{p_{\rm th}}.$$

At 300 K, $p_{\rm th}=1.11\times10^{-34}$ Torr. Suppose a source maintains $p_{\mathrm H}=10^{-4}$ Torr at the mirror. For the stannane pressure found in section 6, $4.0\times10^{-5}$ Torr, the H$_2$ route has $\Delta G_{\mathrm{H_2}}=+1.85$ eV. The logarithm is 69.0, so $\Delta G_{\mathrm H}=1.85-7.13\approx-5.3$ eV. The atom route is strongly downhill.

If $p_{\mathrm H}=p_{\rm th}$ the advantage vanishes, as it must: atoms produced thermally at the mirror temperature are already included in the equilibrium cap. H$_2$ at 1 Torr would have to be equilibrated at about 1380 K to contain $10^{-4}$ Torr of atoms. This is why a hot filament can supply them and a cool mirror cannot.

**4. Does a downhill reaction imply that most atoms remove tin?**

It does not. A simple site model shows why. A tin atom carries $x=0,1,2,3$ hydrogens. Each hit adds one with probability $a$; for $x\geq1$ it abstracts one, as H$_2$, with probability $b$. Bound hydrogen is also lost thermally at rate $k_d$, taken to be the same for $x=1,2,3$. The fourth addition releases SnH$_4$ and exposes a bare tin atom.

Let $F$ be the hit rate per site, and measure time in units of $1/F$. The downward rate is then $d=b+k_d/F$. Let $D_x$ be the mean time to pass from $x$ to $x+1$. From the bare site $D_0=1/a$. For $x\geq1$, the first event takes $1/(a+d)$ on average, and with probability $d/(a+d)$ it leads downward, so

$$D_x=\frac{1}{a+d}+\frac{d}{a+d}(D_{x-1}+D_x)
\quad\Rightarrow\quad D_x=\frac1a+rD_{x-1},\qquad r=\frac da.$$

Thus $D_1=(1+r)/a$, $D_2=(1+r+r^2)/a$ and $D_3=(1+r+r^2+r^3)/a$. Their sum with $D_0$ is the mean number of hits per removed tin atom, and its inverse is the yield:

$$Y=\frac{a}{4+3r+2r^2+r^3}.$$

If the site area is $A$, then $F=\Gamma A$ for incident flux $\Gamma$. With $1/A$ sites per area, the removed flux is $FY/A=\Gamma Y$.

Take $a=0.10$ and $b=0.50$, which are illustrative values. If the incident atoms are treated as a Maxwell gas, neglecting the distortion caused by their uptake at the surface, the chosen atom pressure gives $\Gamma=2.02\times10^{17}$ cm$^{-2}$ s$^{-1}$ and $F=182$ s$^{-1}$. An illustrative loss barrier of 0.90 eV and attempt rate of $10^{13}$ s$^{-1}$ give $k_d=0.0076$ s$^{-1}$ at 300 K, negligible beside $F$. Then $r\simeq5$ and

$$Y\simeq\frac{0.10}{4+15+50+125}=5.15\times10^{-4}.$$

The removed flux is $1.04\times10^{14}$ cm$^{-2}$ s$^{-1}$. Dividing by the tin density, $3.70\times10^{22}$ cm$^{-3}$, gives 1.7 nm/min, or 36 s per nanometre. About 1900 hits are needed per tin atom. Without abstraction or thermal loss, $r=0$ and $Y=a/4=0.025$, so abstraction costs a factor of about 49 here. The process is efficient compared with H$_2$ alone, not in its use of atoms.

The conclusion does not hinge on the rough thermochemistry. For the H$_2$ cap to equal this atom-driven flux, the formation energy would have to fall by $kT\ln(1.04\times10^{14}/6.95\times10^{-16})=1.74$ eV, from 1.80 to 0.06 eV.

**5. Would warming the mirror help the atoms?**

In this model it does the opposite. Hold $\Gamma$, $a$ and $b$ fixed. The yield is $5.0\times10^{-4}$ at 350 K, $1.8\times10^{-4}$ at 400 K and $7.3\times10^{-7}$ at 450 K, where the removal rate is only 0.0024 nm/min. At 450 K thermal loss is faster than the arrival of hits, $k_d/F\approx4.6$, so sites are often emptied between hits; at 350 K the ratio is only 0.006.

When thermal loss dominates and $r\gg1$, $r\simeq k_d/(aF)$ and $Y\simeq a/r^3\propto F^3$, so the removal rate varies as $F^4$. The calculated local exponent is 1.00 at 300 K and 3.67 at 450 K, still short of the limit. The temperatures at which this crossover occurs depend on the assumed barrier, and the exponent depends on the form of the loss step. The energies used here give a mean Sn–H bond of $(7.16+3.1)/4\approx2.6$ eV, so a loss with a 0.9 eV barrier stands for recombination to H$_2$, which the model simplifies to the loss of one atom. If it instead took two hydrogens from a site with $x\geq2$, the state $x=1$ would be thermally stable and the limit would be $F^3$. The model also holds $a$, $b$ and redeposition independent of temperature, so it gives one possible reason for a drop on warming, not the cause on a real mirror.

**6. Does released stannane leave the mirror?**

Let $J$ be the gross release, $n$ the stannane density at the surface, $s$ its probability of sticking and decomposing, and $\bar v$ its mean speed. A purge flow at distance $L$ keeps the density there near zero. Diffusion carries away $J_{\rm net}=Dn/L$, while $s\bar vn/4$ returns to the surface. Since $J$ is the sum of the two,

$$\frac{J_{\rm net}}{J}=\frac{1}{1+s\bar vL/(4D)}.$$

For $L=5$ cm, $\bar v=227.5$ m/s and a hard-sphere estimate $D=402$ cm$^2$/s, the net fraction is 0.993 at $s=10^{-4}$ but 0.124 at $s=0.1$. The second case lowers 1.7 to 0.21 nm/min. The transport length $3D/\bar v$ is about 1% of $L$, and the distance between single collisions is shorter still, which supports the use of diffusion. With $s=0$, $n=JL/D$ corresponds to the $4.0\times10^{-5}$ Torr used in section 3.

**7. Are the ions simply sputtering the tin?**

In a head-on elastic collision, momentum conservation and reversal of the relative velocity give a tin atom of mass $M$, initially at rest, the speed $2mv/(m+M)$. The transferred fraction of the ion energy is therefore

$$\frac{\tfrac12M[2mv/(m+M)]^2}{\tfrac12mv^2}=\frac{4mM}{(m+M)^2},$$

or 0.0334 for a proton. A 20 eV proton transfers at most 0.67 eV, against a rough tin binding energy of 3.1 eV; transferring the full binding energy needs 93 eV. Even an H$_3^+$ ion of 20 eV that stayed intact would transfer only 1.9 eV. Single collisions of hydrogen ions at this energy cannot eject tin bound this strongly, though more weakly bound species are not excluded. The 20 eV is an illustrative choice: intact H$_3^+$ reaches the binding energy at about 32 eV, and a tin ion can transfer all of its energy, so sputtering by faster or heavier ions is not excluded.

The chemical route remains open. A proton that takes an electron from the metal becomes a hydrogen atom. Once slowed down, it can bind to tin without an H–H bond having to be broken first, which is the advantage described in section 3. Molecular ions must break up to deliver atoms. The yield per ion is not predicted here.

**8. Relation to a real tool.**

A hydrogen pressure near 1 Torr is a rough value for the source region of an EUV tool; other regions can be far lower. EUV photons carry about 92 eV, well above the roughly 15 eV needed to ionise H$_2$, so admitting "only H$_2$" to a running tool does not leave only H$_2$ at the mirror. The atom pressure used here is a rough choice, and local values may differ greatly.

Real deposits also break the assumption of clean tin: oxide, carbon and alloying can change $a$ and $b$. At fixed $a=0.10$, changing $b$ from 0.50 to 0.90 raises $r$ to 9 and cuts the yield by a factor of 4.8. Recombination heating is minor in this example. If every incident atom recombined, it would deposit 0.0725 W/cm$^2$ and produce a 5.6 K rise across 10 mm of material with conductivity 1.3 W/(m K), leaving the yield practically unchanged. Other heat loads are not included.

**Requested revision.** The manuscript should name H$_2$ as the feed gas and reactive hydrogen as the etchant. The decisive control is to keep pressure, flow and mirror temperature fixed and switch off every source of atoms and ions. For clean tin that meets the assumptions of section 2, including the idealisation of a single emitting configuration, the analysis predicts no measurable removal through stannane. If tin were still lost, a remaining source of reactive hydrogen or another removal path should be sought before a catalytic reaction of H$_2$ is proposed. The numerical output below lists the main inputs and results.

## Table of computed values

```
H2 pressure: 1 Torr
H atom pressure: 1.0e-04 Torr
Gas and mirror temperature: 300 K
Rough SnH4 formation energy, 0 K: 1.80 eV
Rough H2 bond energy, 0 K: 4.48 eV
Rough tin Debye temperature: 150 K
Rough Sn-H bond length: 0.171 nm
Reaction enthalpy with H2: 1.679 eV
Reaction entropy with H2: -0.863 meV/K
Standard Gibbs energy with H2: 1.937 eV
Equilibrium SnH4 pressure: 3.80e-36 Torr
H2-only tin flux cap: 6.95e-16 cm^-2 s^-1
Cap, mean wait per SnH4 from 1 m^2: 4.56e+03 years
Cap, time to remove 1 nm: 1.69e+23 years
H2-only flux cap at 450 K: 1.12e-06 cm^-2 s^-1
Random surfaces, least emission ratio: 0.144
Random surfaces, largest emission ratio: 1.000
Thermal H pressure at 300 K: 1.11e-34 Torr
Temperature for chosen H pressure: 1379 K
Addition probability a: 0.10
Abstraction probability b: 0.50
Thermal loss barrier: 0.90 eV
Thermal loss attempt rate: 1.0e+13 s^-1
Tin number density: 3.703e+22 cm^-3
Incident H flux: 2.020e+17 cm^-2 s^-1
H hits per tin site: 181.8 s^-1
Thermal H loss at 300 K: 7.60e-03 s^-1
Tin yield per H at 300 K: 5.154e-04
Tin yield per H at 350 K: 5.000e-04
Tin yield per H at 400 K: 1.772e-04
Tin yield per H at 450 K: 7.333e-07
H hits per removed Sn at 300 K: 1940
Removed tin flux at 300 K: 1.041e+14 cm^-2 s^-1
Tin removal rate at 300 K: 1.687 nm/min
Time to remove 1 nm with H: 35.6 s
Tin removal rate at 450 K: 2.40e-03 nm/min
Rate exponent in H flux at 300 K: 1.000
Rate exponent in H flux at 450 K: 3.668
SnH4 pressure at surface: 4.02e-05 Torr
Gibbs energy with H at these pressures: -5.286 eV
Gibbs energy with H2 at these pressures: 1.847 eV
Break-even formation energy: 0.063 eV
Rough tin binding energy: 3.10 eV
Maximum proton energy fraction transferred: 0.0334
Transfer from 20 eV proton: 0.668 eV
Proton energy to transfer binding: 92.8 eV
Distance to purge flow: 5.0 cm
Rough collision diameter: 0.36 nm
SnH4 diffusion coefficient: 402.2 cm^2/s
SnH4 mean thermal speed: 227.5 m/s
Transport mean free path / length: 0.0106
Net fraction at sticking 1e-4: 0.9930
Net fraction at sticking 0.1: 0.1239
Maximum recombination heat: 0.0725 W/cm^2
Rise across 10 mm at 1.3 W/(m K): 5.58 K
Tin yield after this heating: 5.153e-04
```
